# The moire period of a misfitting and twisted epitaxial layer, part 2

A crystalline film lies on a crystalline substrate with a slightly different lattice constant and a slight rotation. The local stacking then repeats with a moire period $L$. The question now is how $L$ responds to temperature, rotation and strain, and when the film locks to the substrate.

The substrate has constant $a$, primitive vectors $\mathbf a_1,\mathbf a_2$ and lattice vectors $\boldsymbol\ell$. The film has misfit $d$ and rotation $r$, positive anticlockwise and reduced by symmetry ($|r|\le30^\circ$ for triangular lattices). Its sites are $\mathbf x=M\boldsymbol\ell+\mathbf s$, with $M=(1+d)R(r)$, rotation matrix $R(r)$ and rigid shift $\mathbf s$. The offset between the unrelaxed layers is

$$\mathbf u(\mathbf x)=\mathbf x-M^{-1}\mathbf x+M^{-1}\mathbf s .$$

Offsets that differ by a substrate vector describe the same stacking. The moire vectors obey the repeat condition $(I-M^{-1})\mathbf L_i=\mathbf a_i$. With a vector $(x,y)$ written as $x+iy$, this is

$$\left(1-\frac{e^{-ir}}{1+d}\right)L_i=a_i .$$

Hence the moire has the shape of the substrate lattice, is turned from it by $\varphi$, and has the period $L=a(1+d)/\sqrt D$ with $D=d^2+2(1+d)(1-\cos r)$. Periods found from atom positions agree with this formula. $L$ need not be a common translation of the atoms.

Along $\mathbf L_i$ the film slips by one $\mathbf a_i$, the Burgers content of the misfit dislocations crossed. Relaxation can concentrate this slip into narrow lines.

The example is triangular: $a=0.340$ nm, $d=0.030$ and $r=1.00^\circ$ give $D=1.21375\times10^{-3}$, $L=10.05$ nm $=29.56\,a$ and $\varphi=-30.06^\circ$. The film roughly resembles a Pb(111) monolayer, with modulus 50 GPa (strain along one axis, width held fixed) and thermal expansion $3\times10^{-5}$ per kelvin. The model substrate has an assumed expansion of $0.5\times10^{-5}$ per kelvin. Both expansions are held constant, which overestimates the effect of cooling that ends near absolute zero. Cooling by 200 K changes the period by about 14 % if the film is free to slide but keeps its rotation.

Q: Fourteen per cent from cooling? Thermal strains are a few parts in a thousand.

A: The moire magnifies them. Take the logarithm of $L$ and differentiate with respect to $d$ at fixed $a$ and $r$:

$$\frac{\partial\ln L}{\partial d}=\frac1{1+d}-\frac{1}{2D}\frac{\partial D}{\partial d}=\frac{1}{1+d}-\frac{d+1-\cos r}{D},$$

since $\partial D/\partial d=2d+2(1-\cos r)$. The numbers are $0.971-0.03015/0.00121375=-23.9$. A misfit change of $-0.001$ therefore lengthens the period by about 2.4 %.

Now cool by 200 K. The film shrinks by the factor $1-0.006=0.994$ and the substrate by $1-0.001=0.999$, so the new misfit is

$$d_{\rm cold}=\frac{1.03\times0.994}{0.999}-1=0.02484 .$$

The linear estimate is $-23.9\times(-0.00516)$, or 12 %. The full formula, with both constants changed and $r$ held at $1^\circ$, gives 11.42 nm, an increase of 13.6 % over 10.05 nm. The linear estimate falls short because, over this range, $L$ rises ever more steeply as $d$ shrinks. Holding $r$ fixed is an assumption. A film free to slide is also free to turn, and a weak hold tends to select a rotation proportional to the misfit (orientational epitaxy). If $r$ shrank in proportion to $d$, the formula would give an increase of about 20 %.

Q: And if the film can't slide while it cools?

A: Suppose instead that it is held so that it contracts with the substrate. Then $d$ and $r$ stay fixed and $L$ is proportional to $a$: the period shrinks by 0.1 %. The film pays by carrying a thermal strain. A film with edges and defects may do something between the two, so a period seen at low temperature should not be turned into a misfit at growth temperature without knowing which case applies.

Q: How well must I know the rotation?

A: Differentiate with respect to $r$ at fixed $a$ and $d$. Only $D$ depends on $r$, with $\partial D/\partial r=2(1+d)\sin r$, so

$$\frac{\partial\ln L}{\partial r}=-\frac{(1+d)\sin r}{D}=-\frac{1.03\times0.01745}{0.00121375}=-14.8\ \text{per radian}.$$

A twist larger by $0.1^\circ$, or 0.001745 rad, shortens the period by 2.6 %. The full formula at $1.1^\circ$ gives 9.79 nm, the same change to the digits shown. For $d\ne0$ the derivative vanishes at $r=0$, so the period of an aligned film hardly responds to twists that, in radians, are much smaller than $|d|$.

Q: Then I could turn it round, and measure the moire to find both $d$ and $r$.

A: The length alone is one number and cannot fix two. With the direction as well, the complex equation can be solved. Put $L_1=Le^{i\varphi}$ and $a_1=a$ in the repeat condition and rearrange:

$$\frac{e^{-ir}}{1+d}=1-\frac aL e^{-i\varphi}.$$

The modulus of the right side gives $1/(1+d)$, and its argument gives $-r$. In the example $a/L=1/29.56$ and $\varphi=-30.06^\circ$, and the right side is $0.9707-0.0169\,i$. Its modulus is 0.9709, so $d=0.030$, and its argument is $-1.00^\circ$, so $r=1.00^\circ$.

There is a catch. A triangular pattern looks the same after a turn by $60^\circ$, so the picture gives $\varphi$ up to multiples of $60^\circ$. Taking $\varphi=29.94^\circ$ instead leads to $d=0.030$ with $r$ close to $-1^\circ$. Taking $\varphi=-90.06^\circ$ leads to almost no misfit and a twist of about $1.9^\circ$. To choose among the readings one needs further knowledge: roughly what the misfit is, and which way the film is turned. The directions of the atomic rows alone are not enough in practice, since $\varphi=-150.06^\circ$ gives $d=-0.029$ with $r=0.94^\circ$, a twist hard to tell from $1.00^\circ$.

Q: You assumed equal misfit in all directions. Growth on a stepped surface could strain the film along one axis.

A: Then the moire is in general no longer similar to the substrate lattice. Let the film be stretched by a further fraction $\epsilon$ along $x$, the direction of $\mathbf a_1$. The film map becomes $EM$ with $E=\mathrm{diag}(1+\epsilon,1)$, and the repeat condition is

$$(I-M^{-1}E^{-1})\mathbf L=\boldsymbol\ell .$$

The matrix in brackets is not a rotation times a scale factor, so it cannot be replaced by one complex number. For $\epsilon=0.5$ % the three shortest periods, all 10.05 nm in the unstrained case, become 8.95, 9.56 and 10.05 nm. The shortest has dropped by 11 %.

Q: Why does one of them stay put?

A: If $\mathbf L$ points along $y$, then $E^{-1}\mathbf L=\mathbf L$, and the condition is the one without the extra strain. A moire vector perpendicular to the strain axis is unaffected. In the example the moire vector that belongs to $\mathbf a_2-\mathbf a_1$, which points at $120^\circ$, is turned by $-30.06^\circ$ to $89.94^\circ$, almost along $y$. A spread among the three periods is thus a sign of unequal strain, which no choice of $d$ and $r$ can reproduce.

Q: Now the energy. Suppose the substrate prefers one stacking. Why shouldn't the film simply stretch or shrink to fit, and have no moire at all?

A: It will if the gain is large enough. Let me estimate the threshold in one dimension, with $r=0$ and a rigid substrate. The offset is $u(x)$, and a prime means $d/dx$. For the unstressed film $u=x-x/(1+d)$, so its slope is

$$u'=f,\qquad f=\frac{d}{1+d}=0.02913 .$$

For another slope, the film label at $x$ is $\ell=x-u$, so neighbouring film atoms are spaced by $1/(1-u')$ times the substrate constant. In the unstressed film this factor is $1/(1-f)$. The strain is therefore

$$\frac{1-f}{1-u'}-1=\frac{u'-f}{1-u'}\approx u'-f$$

to leading order in small slopes. Complete fit means $u'=0$ and strain $-f$: the film, being too large, is compressed by about 2.9 %.

With $K$ the stiffness of the film as a sheet and $V_0$ the amplitude of the substrate's hold, the energy per area is

$$\frac K2(u'-f)^2+V(u),\qquad V(u)=V_0\left(1-\cos\frac{2\pi u}{a}\right).$$

The first term wants the film's own spacing, the second wants $u$ at a multiple of $a$.

Q: That leads to a nonlinear differential equation.

A: We can avoid solving it. In one period $P$ the offset rises by $a$. Let it rise steadily and use $u$ as the variable, with slope $p(u)=u'>0$ and $dx=du/p$. Expanding the square gives $Kp^2/2-Kfp+Kf^2/2$. The last term is constant, so I drop it, which sets the energy of the locked film, $u=0$, to zero. The mean energy per area is then $\varepsilon=N/P$ with

$$N=\int_0^a\left(\frac{Kp}{2}+\frac{V}{p}-Kf\right)du,\qquad P=\int_0^a\frac{du}{p}.$$

At the minimum of $N/P$, a small change of $p$ must give $\delta N=\varepsilon\,\delta P$. At each $u$ this reads

$$\frac K2-\frac V{p^2}=-\frac{\varepsilon}{p^2},\qquad\text{so}\qquad \frac{Kp^2}{2}=V-\varepsilon .$$

Write $\varepsilon=-Kc$. Then

$$p^2=\frac{2V_0}{K}\left(1-\cos\frac{2\pi u}{a}\right)+2c .$$

Q: You have traded one unknown for another. What fixes $c$?

A: The definition $N=\varepsilon P$. Bring everything to one side:

$$\int_0^a\left(\frac{Kp}2+\frac{V-\varepsilon}{p}-Kf\right)du=0 .$$

By the previous result $(V-\varepsilon)/p=Kp/2$, so the integrand is $Kp-Kf$. With angle brackets for the average over $u$ from 0 to $a$,

$$f=\langle p\rangle,\qquad P=a\left\langle\frac1p\right\rangle .$$

This is a minimum among steadily rising offsets. For $V-\varepsilon>0$ the function $Kp/2+(V-\varepsilon)/p$ is convex in $p$ and smallest at our $p$. Hence $N-\varepsilon P\ge0$ for any other profile, and its energy $N/P$ is not below $\varepsilon$.

Q: And when does the film lock?

A: A positive $c$ means that the moire state lies below the locked film in energy. The average $\langle p\rangle$ grows with $c$, so the smallest misfit that such a state can have is reached as $c\to0$. There $1-\cos(2\pi u/a)=2\sin^2(\pi u/a)$ gives $p=2\sqrt{V_0/K}\,|\sin(\pi u/a)|$. The average of $|\sin|$ is $2/\pi$, so the critical misfit is

$$f_c=\frac4\pi\sqrt{\frac{V_0}{K}} .$$

At this point $1/p$ diverges at $u=0$ so strongly that $P$ becomes infinite: the dislocations move infinitely far apart.

For $f<f_c$, the smallest value of $Kp/2+V/p$ at each $u$ is $\sqrt{2KV}$, whose integral over $u$ is $Kaf_c$. Then $N\ge Ka(f_c-f)>0$, and every such moire state costs more than the locked film.

Q: Where does the example stand?

A: The layer height is 0.2859 nm. Times 50 GPa, this gives a sheet stiffness of 14.3 N/m, or $K=89.2$ eV/nm$^2$. I assume a weak hold, with an amplitude of 1.0 meV per film atom, so that the worst site lies 2.0 meV above the best. Each atom covers 0.1062 nm$^2$, so $V_0=0.00942$ eV/nm$^2$ and $V_0/K=1.055\times10^{-4}$. Then

$$f_c=1.273\times0.01027=0.0131,\qquad \frac{f}{f_c}=2.23 .$$

In this estimate the film keeps its moire. As a test, the energy of a single dislocation was minimised numerically on a grid, and it gives the same threshold, 0.01308 against 0.01308.

The margin depends on the assumed stiffness and hold. A softer layer locks more easily: a modulus of 38 GPa, roughly that of a Pb(111) layer free to change its thickness, gives $f/f_c\approx1.95$, and 20 GPa gives 1.4. Since $f_c$ grows as $\sqrt{V_0}$, a hold stronger by $2.23^2\approx5$, about 5 meV per atom, would lock the film of this one-dimensional model at the same stiffness. A substrate that binds the film strongly could exceed that, and a film locked in this way shows no moire, although its free lattice has a misfit.

Q: If it does not lock, how far does the period move?

A: Far above the threshold an expansion suffices. Write $p=s\sqrt{1-m\cos\theta}$ with $\theta=2\pi u/a$, $s^2=2V_0/K+2c$ and $m=2V_0/(Ks^2)$. To second order in $m$, with $\langle\cos\theta\rangle=0$ and $\langle\cos^2\theta\rangle=1/2$,

$$\langle p\rangle=s\left(1-\frac{m^2}{16}\right),\qquad \left\langle\frac1p\right\rangle=\frac1s\left(1+\frac{3m^2}{16}\right).$$

The rigid film has the period $a/f$. The ratio of the relaxed period to the rigid one is

$$\frac{P}{a/f}=\langle p\rangle\left\langle\frac1p\right\rangle\approx1+\frac{m^2}8\approx1+\frac12\left(\frac{V_0}{Kf^2}\right)^2,$$

where $s\approx f$ was used in the small term. With $V_0/(Kf^2)=0.124$ the increase is 0.77 %. Evaluating the averages without expansion gives 11.766 nm against the rigid 11.673 nm, an increase of 0.79 %. Minimising the same energy directly over the offsets on a grid, with the period free, also gives 11.766 nm. The energy is correct only to leading order in the slopes, so the last digit is not significant: a chain of atoms and springs with the same stiffness and hold gives 11.763 nm, an increase of 0.77 %.

In this model relaxation can only lengthen the period, since $\langle p\rangle\langle 1/p\rangle\ge1$ for any positive $p$, with equality only for a uniform slope. This shift is small beside the thermal one, for the weak hold assumed here.

Q: How much of this survives in two dimensions, with the twist?

A: The geometry does, since it was derived there. The lock-in figures are a one-dimensional estimate without twist; in two dimensions an unlocked film can also lower its energy by turning away from $r=0$, which the estimate excludes. They show which ratio matters, $V_0/K$ against $f^2$, but they do not give the threshold of a real layer. There the misfit acts along both axes, which raises the cost of a locked film, and the atoms can slip from one good site to the next around the on-top positions, which makes dislocations cheaper. Both effects make locking harder, so the hold needed may be many times the 5 meV per atom found here. I have not calculated the two-dimensional relaxation of the twisted film, so the 0.79 % should not be added to its 10.05 nm as a correction. The values behind this example are collected in the numerical output below.

## Computed results

```
EXAMPLE: rough Pb(111) monolayer, model substrate
substrate constant a = 0.340 nm
misfit d = 0.030
film rotation r = 1.00 deg
film constant a(1+d) = 0.3502 nm
d^2 = 9.0000e-04
2(1+d)(1-cos r) = 3.1375e-04
moire period L = 10.052 nm = 100.52 angstrom
L/a = 29.56
moire rotation phi = -30.06 deg
period with r = 0: 11.673 nm
period with d = 0: 19.481 nm
PERIODS MEASURED FROM ATOM POSITIONS (a as above)
triangular, d=0.03, r=1.0 deg: atoms 10.052 nm, formula 10.052 nm
triangular, d=-0.02, r=2.0 deg: atoms 8.346 nm, formula 8.346 nm
triangular, d=0.00, r=1.5 deg: atoms 12.987 nm, formula 12.987 nm
triangular, d=0.05, r=0.0 deg: atoms 7.140 nm, formula 7.140 nm
triangular, d=0.03, r=59.0 deg: atoms 10.052 nm, formula 10.052 nm
square, d=0.04, r=1.0 deg: atoms 8.077 nm, formula 8.077 nm
formula with unreduced r = 59 deg, d = 0.03: 0.350 nm
EXACT COMMON CELL, d = 0, cos r = 107/109
twist = 10.993 deg
moire period = 5.2202 a
shortest common vector = 10.4403 a
NEGLECTED EFFECTS
film expansion (rough) = 3.0e-05 /K
substrate expansion (assumed) = 5.0e-06 /K
cooling = 200 K, misfit when cold = 0.02484
period when cold = 11.418 nm, change 13.6 %
twist error 0.1 deg: period 9.790 nm, change -2.6 %
uniaxial film strain = 0.5 %, three periods: 8.95, 9.56, 10.05 nm
ELASTIC LOCK-IN, one-dimensional, r = 0
film modulus (rough) = 50 GPa
layer height = 0.2859 nm
sheet stiffness K = 89.2 eV/nm^2
corrugation amplitude (assumed) = 1.0 meV/atom
area per film atom = 0.1062 nm^2
V0 = 0.00942 eV/nm^2, V0/K = 1.055e-04
misfit f = d/(1+d) = 0.02913
critical misfit f_c = 0.01308, f/f_c = 2.23
f_c from minimised wall energy = 0.01308
rigid period = 11.673 nm
relaxed period = 11.766 nm, change 0.79 %
relaxed period, direct minimisation = 11.766 nm
```
